# Correcting Macrospin Critical Currents for the Damping Error of Explicit Euler

## One spin, no damping, one step

Take a magnetization that points almost along $+z$ and precesses about it at the rate $\omega_0$, without damping. Seen from above, its tip moves on a small circle. Place it at the point $(1,0)$, in units of the circle's radius. Its velocity there is $(0,\omega_0)$, so an explicit Euler step of length $dt$ takes it to

$$(1,\,x),\qquad x=\omega_0\,dt .$$

The new distance from the axis is $\sqrt{1+x^2}\approx 1+x^2/2$. The step followed the tangent and left the circle on the outside. Every later step does the same.

With $\omega_0=0.07043$ rad/ps and $dt=0.1$ ps, $x=0.007043$ and the radius grows by the fraction $x^2/2=2.5\times10^{-5}$ per step. That looks harmless, but one radian of precession takes $1/x\approx142$ steps, and the growth per radian is

$$\frac{x^2/2}{x}=\frac{x}{2}=0.0035 .$$

Gilbert damping $\alpha$ shrinks the radius by the fraction $\alpha$ per radian. If $\alpha=0.01$, the integrator cancels about a third of it. In the model below the critical current is proportional to the damping, so it inherits the error.

## The model

Let $\mathbf m$ be the unit vector along the magnetization of a uniformly magnetized disc (a macrospin). The anisotropy field is $B_k m_z\hat{\mathbf z}$, with axial symmetry about $z$. A current $I$, polarized along $z$, exerts a damping-like torque. With $\gamma>0$ and $\omega_0=\gamma B_k$,

$$\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad
\mathbf T=-\omega_0m_z\,\mathbf m\times\hat{\mathbf z}+s\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}).$$

The sign of $I$ is chosen so that $s>0$ drives $\mathbf m$ away from $+z$. The current delivers $I/e$ electrons per second, each carrying spin $\hbar/2$, with a constant efficiency $\eta$. The disc, of volume $V$ and magnetization $M_s$, has angular momentum $M_sV/\gamma$. Dividing one by the other,

$$s=\frac{\gamma\hbar\eta I}{2eM_sV}.$$

Explicit Euler needs $\dot{\mathbf m}$ alone on the left. Since $\dot{\mathbf m}\perp\mathbf m$ and $|\mathbf m|=1$, we have $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$. Crossing the equation of motion with $\mathbf m$ gives $\mathbf m\times\dot{\mathbf m}=\mathbf m\times\mathbf T-\alpha\dot{\mathbf m}$. Inserting this,

$$\dot{\mathbf m}=\frac{\mathbf T+\alpha\,\mathbf m\times\mathbf T}{1+\alpha^2}.$$

Now write the transverse part as $w=m_x+im_y$. The vector $\mathbf m\times\hat{\mathbf z}=(m_y,-m_x,0)$ becomes $-iw$. The vector $\mathbf m\times(\mathbf m\times\hat{\mathbf z})=m_z\mathbf m-\hat{\mathbf z}$ becomes $m_zw$. A third cross product with $\mathbf m$ gives $-\mathbf m\times\hat{\mathbf z}$, which becomes $+iw$. Hence $\mathbf T\to(i\omega_0m_z+sm_z)w$ and $\mathbf m\times\mathbf T\to(-\omega_0m_z^2+is)w$, so that

$$\dot w=\frac{m_z(s-\alpha\omega_0m_z)+i(\omega_0m_z+\alpha s)}{1+\alpha^2}\,w .$$

For small angles $m_z\approx1$, and $\dot w=\lambda w$ with

$$\lambda=\frac{(s-\alpha\omega_0)+i(\omega_0+\alpha s)}{1+\alpha^2}.$$

The state $+z$ becomes unstable when the real part changes sign, at $s=\alpha\omega_0$. In terms of current,

$$I_c=\frac{2e\,\alpha M_sVB_k}{\hbar\eta}.$$

At $s=0$ the decay rate divided by the precession rate is $\alpha$. This ratio serves as the definition of the apparent damping of a simulated trajectory.

## The apparent damping under Euler

One Euler step multiplies $w$ by $g=1+\lambda\,dt$. The apparent damping is therefore $\alpha_{\rm app}=-\ln|g|/\arg g$. Set $s=0$ and $D=1+\alpha^2$, so that $\lambda\,dt=x(i-\alpha)/D$. To second order in $x$,

$$\ln g=\lambda\,dt-\tfrac12(\lambda\,dt)^2,\qquad(\lambda\,dt)^2=\frac{x^2(\alpha^2-1-2i\alpha)}{D^2}.$$

The real and imaginary parts give

$$-\ln|g|=\frac{x}{D}\left[\alpha-\frac{x(1-\alpha^2)}{2D}\right],\qquad \arg g=\frac{x}{D}\left[1+\frac{\alpha x}{D}\right].$$

Dividing and keeping first order in $x$,

$$\alpha_{\rm app}=\alpha-\frac{x(1-\alpha^2)+2\alpha^2x}{2D}=\alpha-\frac{\omega_0\,dt}{2}.$$

The factors $1+\alpha^2$ cancel at this order.

At small angles, restoring the length of $\mathbf m$ after each step does not help. Renormalization multiplies all three components by the same number, so it leaves $|w|/m_z=\tan\theta$ as the step made it. The step changes $m_z$ only by an amount of order $\theta^2$, so at small angles $\tan\theta$ is multiplied by $|g|$ whether or not the length is restored. A ringdown at $dt=0.1$ ps, started at $10^{-3}$ rad, gives $\alpha_{\rm app}=0.006478$ in both cases, and the formula gives the same number.

## The critical current that Euler reports

A simulation finds instability where $|g|=1$, that is, where $2\,{\rm Re}\,\lambda+dt\,|\lambda|^2=0$. In $|\lambda|^2$ the cross terms $\mp2\alpha\omega_0s$ cancel:

$$|\lambda|^2=\frac{(s-\alpha\omega_0)^2+(\omega_0+\alpha s)^2}{D^2}=\frac{s^2+\omega_0^2}{D}.$$

Multiplying the condition by $D$ gives a quadratic equation,

$$dt\,s^2+2s+dt\,\omega_0^2-2\alpha\omega_0=0 .$$

The root that tends to $\alpha\omega_0$ as $dt\to0$ is

$$s_E=\frac{-1+\sqrt{1+2\alpha x-x^2}}{dt}.$$

Put $u=2\alpha x-x^2$ and use $\sqrt{1+u}-1=u/2-u^2/8+u^3/16-\dots$ Collecting powers of $x$ and dividing by $\alpha x$,

$$\frac{s_E}{\alpha\omega_0}=1-\frac{x(1+\alpha^2)}{2\alpha}+\frac{x^2(1+\alpha^2)}{2}-\frac{x^3}{8\alpha}+\dots,$$

where corrections of relative order $\alpha^2$ are dropped in the cubic term. The linear term carries $1/\alpha$: a step that resolves the precession well can still be far too long for the threshold.

At $x=2\alpha$ the threshold reaches zero. For $dt>2\alpha/\omega_0$ the simulated magnet leaves $+z$ without any current.

## Extrapolation

Write the series as $1+c_1dt+c_2dt^2+c_3dt^3$. Doubling the result at $dt/2$ and subtracting the result at $dt$ removes $c_1$:

$$I_{\rm ext}=2I(dt/2)-I(dt),\qquad
\frac{I_{\rm ext}}{I_c}-1\approx-\frac{c_2dt^2}{2}-\frac{3c_3dt^3}{4}\approx-\frac{x^2}{4}+\frac{3x^3}{32\alpha}.$$

The procedure is as follows.

1. Choose $dt<2\alpha/\omega_0$, so that the uncorrected threshold is positive.
2. Start at a very small angle and run several currents that bracket the threshold. For each, compute the growth rate $\ln(\tan\theta_{\rm end}/\tan\theta_{\rm start})$ divided by the run time.
3. Interpolate to the current at which the growth rate is zero.
4. Repeat at $dt/2$ with the same starting angle and run time, and form $I_{\rm ext}$.
5. Repeat at $dt/4$. If the linear term dominates, successive differences halve, and the two extrapolated values agree.

## Worked example

The disc has diameter 30 nm and thickness 1.5 nm, with $M_s=1000$ kA/m, $B_k=400$ mT, $\alpha=0.01$ and $\eta=0.6$. The spin-torque rate is $3.279\times10^{-5}$ ps$^{-1}$ per µA, so

$$I_c=\frac{0.01\times0.07043}{3.279\times10^{-5}}\ \text{µA}=21.48\ \text{µA}.$$

Seven currents, a starting angle of $10^{-4}$ rad and runs of 200 ps give these Euler thresholds:

| $dt$ (ps) | threshold (µA) | error relative to $I_c$ |
|---|---|---|
| 0.1 | 13.914 | −35.2 % |
| 0.05 | 17.696 | −17.6 % |
| 0.025 | 19.587 | −8.8 % |

The first-order formula predicts $x/(2\alpha)=0.007043/0.02=35.2\,\%$ for the first row. The successive differences are 3.782 and 1.891 µA, a ratio of 2.00. Extrapolation gives

$$2\times17.696-13.914=21.478\ \text{µA},$$

or 3.04 MA/cm². The remaining error is −9.1 parts per million of $I_c$. The residue formula gives $-12.4+3.3=-9.1$ parts per million. This measures how well the model equation is solved; the accuracy of the device model is a separate matter.

To bring the uncorrected error down to 1 %, the step would have to be $0.02\,\alpha/\omega_0=0.0028$ ps, about 350 steps per picosecond. The two runs at 0.1 and 0.05 ps together need 30.

## Larger angles

During switching the angle is not small. From here on the length of $\mathbf m$ is restored after every step, and at large angles this matters. Without it the pulse current below at $dt=0.1$ ps is 38.5 µA instead of 39.1 µA, and at too long a step the length grows without bound instead of settling into a steady precession. To leading order in $\alpha$, a step without current is a tangent of length $x\sin\theta\cos\theta$ along the circle of latitude, because the precession rate is $\omega_0\cos\theta$. The axial component stays the same and the transverse one grows:

$$\tan\theta'=\tan\theta\sqrt{1+x^2\cos^2\theta}\approx\tan\theta\left(1+\tfrac12x^2\cos^2\theta\right).$$

A small change of angle is $\cos^2\theta$ times the change of $\tan\theta$, so $\delta\theta=\tfrac12x^2\sin\theta\cos^3\theta$ per step. Divided by $dt$, this is a spurious drift $\tfrac12\omega_0x\sin\theta\cos^3\theta$. The true damping drift is $-\alpha\omega_0\sin\theta\cos\theta$. Their sum corresponds to

$$\alpha_{\rm app}(\theta)=\alpha-\frac{x}{2}\cos^2\theta .$$

The spurious drift points towards the equator from both sides. It helps the magnetization to leave $+z$ and hinders its approach to $-z$.

If $x>2\alpha$, the apparent damping vanishes at $\cos^2\theta=2\alpha/x$. At smaller angles it is negative and the angle grows; at larger angles, up to the equator, it is positive and the angle shrinks. The simulated magnet settles into a steady precession that no current sustains. In the example the limit is $dt=0.284$ ps. At twice this step $\cos^2\theta=1/2$, and a run of 20 ns started at 0.3 rad does end at 45.0°.

One might instead raise the input damping to $\alpha+x/2$. This cancels the first-order error at small angles, but the factor $\cos^2\theta$ shows that it overcorrects at larger ones.

## Switching with a finite pulse

Memory cells are switched by pulses. In this model a pulse of a few nanoseconds needs a current above $I_c$. From the real part of the equation for $w$, or equally from $\dot m_z=-\sin\theta\,\dot\theta$, the angle obeys

$$\dot\theta=\frac{\sin\theta\,(s-\alpha\omega_0\cos\theta)}{1+\alpha^2}.$$

A rectangular pulse of length $\tau$ just brings the magnetization from $\theta_0$ to the equator if

$$\tau=\int_{\theta_0}^{\pi/2}\frac{(1+\alpha^2)\,d\theta}{\sin\theta\,(s-\alpha\omega_0\cos\theta)} .$$

For $\theta_0$ take the thermal rms angle at 300 K. Near $+z$ the energy is $E_b\theta^2$ with $E_b=M_sVB_k/2$. Two transverse directions carry $k_BT/2$ each, so $\theta_0=\sqrt{k_BT/E_b}=1/\sqrt{51.2}$ rad $=8.0°$. For $\tau=3$ ns the integral gives 44.02 µA. This small-angle value of $\theta_0$ is used throughout; the full Boltzmann distribution would give 8.1° and 43.9 µA.

Euler gives 39.13, 41.52 and 42.76 µA for the three steps, which is 11.1, 5.7 and 2.9 % too low. The relative error is smaller than for $I_c$ for two reasons. The reference current is about twice as large, and the absolute shift is smaller too: 4.9 µA against 7.6 µA at $dt=0.1$ ps. To see why, add the spurious drift to the integrand, which replaces $s$ by $s+\tfrac12\omega_0x\cos^3\theta$. Keeping $\tau$ fixed to first order requires

$$\delta s=-\tfrac12\omega_0x\,\langle\cos^3\theta\rangle,$$

an average over the path with the positive weight $1/[\sin\theta\,(s-\alpha\omega_0\cos\theta)^2]$. Since $\cos^3\theta<1$ along the path, the shift is smaller than at the pole. Solving the modified integral without this expansion gives 39.13 µA at 0.1 ps, the simulated value.

At finite $dt$ the bracket in the weight contains the shifted $s$ and also the spurious term $\tfrac12\omega_0x\cos^3\theta$. The weight therefore changes with $dt$, and the threshold has a noticeable quadratic term. Two steps therefore leave an error: $2\times41.525-39.130=43.92$ µA, 0.2 % low. A third step removes it. Seek weights $a,b,c$ for $dt$, $dt/2$, $dt/4$ with

$$a+b+c=1,\qquad a+\tfrac b2+\tfrac c4=0,\qquad a+\tfrac b4+\tfrac c{16}=0 .$$

Subtracting the last two gives $b=-3c/4$, then $a=c/8$, and the first gives $c=8/3$. Thus

$$I_{\rm ext}=\tfrac13\left[I(dt)-6I(dt/2)+8I(dt/4)\right]=44.02\ \text{µA}.$$

This is the current for a 3 ns pulse. Extrapolating in $dt$ does not turn it into $I_c$; that would need the separate limits of long pulses and of a small initial angle.

## Changing the integrator

If the code can be changed, Heun's method reduces the error at its source. Without damping its factor is $g=1+ix-x^2/2$, so

$$|g|^2=\left(1-\tfrac{x^2}{2}\right)^2+x^2=1+\tfrac{x^4}{4}.$$

The growth $\ln|g|\approx x^4/8$ per step, divided by the phase $x$, lowers the apparent damping by $x^3/8$ when $\alpha=0$. At $dt=1$ ps the simulated shift is $4.4\times10^{-5}$. At the instability threshold ${\rm Re}\,\lambda$ is nearly zero, so this term sets the error of the critical current, $-x^3/(8\alpha)$, or −0.4 % for $\alpha=0.01$. In a damped ringdown at $s=0$ the term $-(\lambda\,dt)^3/6$ of $\ln g$ also contributes, and $\alpha_{\rm app}\approx\alpha+\alpha x^2/3-x^3/8$. The net shift is $-2.7\times10^{-5}$ at 1 ps, and it is positive for $x<8\alpha/3$. Euler's shift at that step would be $x/2=0.035$, larger than $\alpha$ itself. Heun's method needs two evaluations of the torque per step.

## The model beside a real memory cell

The parameters are rough typical values for a perpendicular spin-transfer-torque memory cell. A critical density of a few MA/cm² and a barrier of about $50\,k_BT$ are in the usual range. One assumption with a large effect is the fixed initial angle. In the small-angle approximation thermal angles follow $P(\theta>\theta_0)=e^{-E_b\theta_0^2/k_BT}$; the full Boltzmann distribution changes the two currents that follow by up to 0.2 µA. Starting from the angle below which 10 % of them lie (2.6°), the 3 ns pulse needs 56.7 µA; from the angle below which 90 % lie (12.2°), it needs 39.0 µA. This spread exceeds the Euler error at 0.1 ps, and it leaves out noise during the pulse. With noise at 300 K, the Fokker–Planck equation of the same model gives 53.9 µA for 90 % switching probability and 33.5 µA for 10 %, which is 3 to 5.5 µA lower and comparable with the Euler error. The constant efficiency is an assumption of similar weight. In a tunnel junction at fixed current the torque per current varies roughly as $1/(1+p\cos\theta)$, with opposite signs of $p$ for the two switching directions. For $|p|=1/3$ (a magnetoresistance of 100 %) and $\eta=0.6$ at the equator, the 44 µA become 56 µA when leaving the parallel state and 32 µA when leaving the antiparallel state. Further effects:

- A field-like torque as strong as the damping-like one, with the sign that raises the precession rate, changes the condition to $s=\alpha(\omega_0+s)$ and raises $I_c$ by 1.0 %.
- The Oersted field at the disc edge is 0.29 mT at $I_c$, small beside 400 mT.
- With a rough exchange stiffness of 15 pJ/m, exchange adds about 0.45 T to the field of the first non-uniform mode, which favours uniform motion at small angles. At the equator the anisotropy acts against this with $-B_k=-0.40$ T, so if $B_k$ were a purely local anisotropy, the uniform state would be stable against that mode by only about 13 % (0.05 T) and would lose this stability for diameters above about 32 nm. The thin-wall formula $4\sqrt{AK}$, with exchange stiffness $A$ and $K=M_sB_k/2$, gives 1.5 times the macrospin barrier for a wall across the disc. The wall width $\pi\sqrt{A/K}=27$ nm is nearly the diameter, so this figure lies outside the range of the formula. These estimates omit non-local dipolar fields, which are not negligible since $\mu_0M_s=1.26$ T. Including them at the same effective $B_k$ turns the margin of $+0.05$ T into about $-0.07$ T (a mesh estimate with cells of 1 to 1.5 nm, uncertain by about 0.01 T) and moves the limiting diameter to about 28 nm. With these parameters a 30 nm disc is therefore not expected to stay uniform at large angles, and the pulse currents above describe the macrospin model only.
- For a rough resistance-area product of 5 Ω µm², the 44 µA pulse needs 0.31 V. This ignores the higher resistance of the antiparallel state. Steady heat flow from an isothermal disc into a half-space of conductivity 10 W/(m K) gives a rise of about 23 K. This counts spreading resistance only; an interface conductance of 0.2 to 1 GW/(m² K) in series would add about 100 to 20 K. A higher temperature lowers the ratio of the barrier to $k_BT$. For a cell at 358 K (85 °C), chosen as an example of a hot environment, the macrospin barrier is $43\,k_BT$ if $M_s$ and $B_k$ are held fixed. Because the uniform state is unstable at the equator, a non-uniform reversal path lowers the barrier of the disc, by 1 to 2 % in a mesh estimate with the parameters above.

The formulas for the Euler error assume axial symmetry and no applied or stray field. An axial field $B_z$ replaces $\omega_0$ by $\gamma(B_k+B_z)$ at small angles. An elliptical disc or an in-plane field makes the precession elliptical. The ratio of decay rate to precession rate is then lowered by about $|\lambda|\,dt/2$, with $\lambda$ the eigenvalue of the actual mode, but this ratio no longer equals $\alpha$, and the threshold and large-angle formulas must be derived anew. The main values of the worked example are in the numerical output below.

## Computed values

```
disc diameter, thickness: 30.0, 1.5 nm
magnetization Ms: 1000 kA/m
anisotropy field Bk: 400 mT
damping alpha, efficiency eta: 0.010, 0.60 (no unit)
temperature: 300 K
omega0: 0.07043 rad/ps
spin-torque rate per current: 3.2794e-05 1/(ps uA)
thermal stability barrier/kT: 51.20 (no unit)
dt 0.100 ps: alpha simulated 0.006478, alpha-x/2 0.006478
dt 0.050 ps: alpha simulated 0.008239, alpha-x/2 0.008239
dt 0.025 ps: alpha simulated 0.009120, alpha-x/2 0.009120
same, dt 0.100 ps, not renormalized: 0.006478
continuous critical current: 21.4781 uA
same from adaptive integration: 21.4781 uA
dt 0.100 ps: Euler critical current 13.9138 uA, error -35.22 %
dt 0.050 ps: Euler critical current 17.6959 uA, error -17.61 %
dt 0.025 ps: Euler critical current 19.5870 uA, error -8.81 %
extrapolated from two largest steps: 21.4779 uA
extrapolated from two smallest steps: 21.4781 uA
relative error of first extrapolation: -9.1 ppm
extrapolated critical density: 3.039 MA/cm2
step for 1 % raw current error: 0.00284 ps
step limit at zero current: 0.2840 ps
false precession, dt 0.5679 ps: simulated 45.00, formula 45.00 deg
pulse length: 3.0 ns
initial rms thermal angle: 8.01 deg
dt 0.100 ps: Euler pulse current 39.1302 uA, error -11.10 %
dt 0.050 ps: Euler pulse current 41.5247 uA, error -5.66 %
dt 0.025 ps: Euler pulse current 42.7592 uA, error -2.86 %
modified-equation pulse current, dt 0.100 ps: 39.1302 uA
two-step extrapolated pulse current: 43.9191 uA
three-step extrapolated pulse current: 44.0186 uA
pulse current from quadrature: 44.0173 uA
Heun damping shift at dt 1.0 ps: 4.368e-05 (no unit)
pulse current, initial angle 2.60 deg (10 % lie below): 56.70 uA
pulse current, initial angle 12.15 deg (90 % lie below): 39.00 uA
barrier/kT at 358 K, fixed Ms and Bk: 42.90 (no unit)
rough exchange stiffness: 15 pJ/m
wall barrier / macrospin barrier: 1.47 (no unit)
exchange field of first non-uniform mode: 452 mT
Oersted field at disc edge at Ic: 0.286 mT
Ic change, field-like torque equal to damping-like: 1.01 %
rough resistance-area product: 5.0 ohm um2
junction voltage at pulse current: 0.311 V
rough surrounding heat conductivity: 10 W/(m K)
rough steady heating at pulse current: 22.8 K
```
